**Surface depletion after parabolic selective oxidation stops**

After parabolic solute uptake ends at time t1, the surface depletion of a semi-infinite alloy falls as (2/π) arcsin √(t1/t) times its constant value Δ0 during growth. Here t is counted from the start of oxidation, the diffusivity D is constant, and the surface does not recede. The program solves the diffusion equation by finite volumes with the oxide's flux imposed, and asserts that the surface value is constant during growth (checked from 0.1 t1 on) and follows the arcsine law after the stop; the largest errors are 1.5e-4 and 2.2e-4 of Δ0. It also asserts agreement with two separate quadratures, the depth profile, conservation of the total depletion, and the early and late limits. Further assertions cover constant-flux growth, a changed diffusivity, residual oxidation, the solute balance with recession, and the long-time limit of a finite sheet. For rough values typical of chromia on a cobalt alloy at 1300 K, and with recession neglected, 100 h of oxidation lowers the surface chromium fraction from 0.30 to about 0.19, and 90 % recovery needs about 4000 h of further annealing. Recession lowers Δ0 by 27 % in this example but changes the normalized relaxation by only 3 to 4 % at the times printed.

## Check in Python

```python
"""
Result under test: a semi-infinite alloy loses solute to an oxide that grows
parabolically until time t1, after which the surface flux is zero. Then
    surface depletion / its constant value during growth
        = (2/pi) * arcsin(sqrt(t1/t)),   t >= t1,
with t counted from the start of oxidation and no surface recession.

Reduced variables in the tests: time in t1, length in sqrt(D*t1), depletion
in its constant growth value. D is the interdiffusivity in the alloy.
Example: chromia on a cobalt-chromium alloy, with rough typical parameters.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc, owens_t


def law(t):
    return 2 / np.pi * np.arcsin(np.sqrt(1 / t))


def profile(x, t):
    """Closed-form depletion profile after the stop."""
    return 4 * owens_t(x / np.sqrt(2 * t), 1 / np.sqrt(t - 1))


def parabolic_uptake(t, residual=0.0):
    """Solute removed per area up to time t."""
    grown = np.sqrt(np.minimum(t, 1))
    later = np.sqrt(np.maximum(t, 1)) - 1
    return 2 / np.sqrt(np.pi) * (grown + residual * later)


def march(uptake, steps=2000, d_after=1.0, slope=0.0, t_end=4.0):
    """Implicit finite volumes; D = factor * (1 + slope * depletion)."""
    x = 20 * np.sinh(6 * np.linspace(0, 1, 401)) / np.sinh(6)
    dx = np.diff(x)
    width = np.zeros_like(x)
    width[:-1] += dx / 2
    width[1:] += dx / 2
    s = np.linspace(0, 1, steps + 1)
    times = np.concatenate((s**2, 1 + (t_end - 1) * s[1:]**2))
    removed = uptake(times)
    u = np.zeros_like(x)
    surface = np.zeros_like(times)
    bands = np.zeros((3, len(x)))
    for k in range(1, len(times)):
        dt = times[k] - times[k - 1]
        factor = 1.0 if k <= steps else d_after
        mobility = factor * (1 + slope * (u[1:] + u[:-1]) / 2)
        link = dt * mobility / dx
        bands[0, 1:] = -link
        bands[2, :-1] = -link
        bands[1] = width
        bands[1, :-1] += link
        bands[1, 1:] += link
        rhs = width * u
        rhs[0] += removed[k] - removed[k - 1]
        u = solve_banded((1, 1), bands, rhs)
        surface[k] = u[0]
    return times, surface, x, u


def superposition(t):
    """Surface depletion from the flux history, by quadrature."""
    value = quad(lambda s: 1 / np.sqrt(t - s), 0, 1,
                 weight="alg", wvar=(-0.5, 0))[0]
    return value / np.pi


def spread_profile(t, gamma=0.0):
    """Relax erfc(gamma + x/2) with a closed surface; return surface ratio."""
    root = np.sqrt(t - 1)
    value = quad(lambda z: erfc(gamma + root * z) * np.exp(-z * z),
                 0, 8, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value / erfc(gamma)


# Main law: differential equation and two separate quadratures
N = 2000
times, surface, x, u = march(parabolic_uptake, N)
growth = (times >= 0.1) & (times <= 1)
after = times >= 1
growth_error = np.max(np.abs(surface[growth] - 1))
law_error = np.max(np.abs(surface[after] - law(times[after])))
profile_error = np.max(np.abs(u - profile(x, 4.0)))
assert growth_error < 4e-3
assert law_error < 4e-3
assert profile_error < 4e-3
quad_error = 0.0
for t in (1.1, 2.0, 4.0, 10.0, 50.0):
    quad_error = max(quad_error, abs(superposition(t) - law(t)),
                     abs(spread_profile(t) - law(t)))
assert quad_error < 1e-7

# Conservation and the early and late limits
area = quad(lambda y: profile(y, 4.0), 0, 30, limit=200)[0]
assert abs(area - 2 / np.sqrt(np.pi)) < 1e-6
early_drop = 1 - spread_profile(1 + 1e-4)
assert abs(early_drop / (2 / np.pi * 1e-2) - 1) < 1e-3
late = 2 / np.pi / np.sqrt(100) * (1 + 1 / 600)
assert abs(superposition(100.0) / late - 1) < 1e-4

# Scope: another growth law, changed diffusivity, residual oxidation
_, flat, _, _ = march(lambda t: np.minimum(t, 1.0), N)
flat_ratio = flat[-1] / flat[N]
assert abs(flat_ratio - (2 - np.sqrt(3))) < 4e-3

T_hot, T_cool, activation = 1300.0, 1250.0, 2.9
k_ev = constants.k / constants.e
slowdown = np.exp(-activation / k_ev * (1 / T_cool - 1 / T_hot))
_, cool, _, _ = march(parabolic_uptake, N, d_after=slowdown)
cool_ratio = law(1 + 3 * slowdown)
assert abs(cool[-1] - cool_ratio) < 4e-3

leak = 0.05
_, leaky, _, _ = march(lambda t: parabolic_uptake(t, leak), N)
leak_ratio = (1 - leak) * law(4.0) + leak
assert abs(leaky[-1] - leak_ratio) < 4e-3

# Composition-dependent diffusivity: surface value must still be constant
variable = {}
for slope in (-0.3, 0.3):
    _, v, _, _ = march(parabolic_uptake, N, slope=slope)
    assert np.ptp(v[growth]) < 6e-3
    variable[slope] = v[-1] / v[N]
_, coarse, _, _ = march(parabolic_uptake, N // 2, slope=0.3)
step_shift = variable[0.3] - coarse[-1] / coarse[N // 2]
assert abs(step_shift) < 3e-3

# Example: rough values for a chromia-forming cobalt alloy
c0 = 0.30
D = 3e-12                 # cm^2/s
kp = 1e-13                # cm^2/s, thickness^2 = 2*kp*time
n_oxide = 41.0            # Cr atoms per nm^3 of oxide
n_alloy = 88.0            # atoms per nm^3 of alloy
hours = 100.0
sheet = 1e6               # nm, oxidized on both faces
seconds = hours * constants.hour
nm_per_cm = constants.centi / constants.nano
scale = np.sqrt(2 * kp * seconds) * nm_per_cm
length = np.sqrt(D * seconds) * nm_per_cm
delta0 = n_oxide / n_alloy * np.sqrt(np.pi * kp / (2 * D))
assert 0 < delta0 < c0
deficit = quad(lambda y: delta0 * erfc(y / (2 * length)),
               0, 20 * length, limit=200)[0] * n_alloy
assert abs(deficit / (n_oxide * scale) - 1) < 1e-6
t90 = 1 / np.sin(np.pi / 20)**2
assert abs(spread_profile(t90) - 0.1) < 1e-7

# Recession: only solute leaves, solvent and atomic volume are conserved
recession = scale * n_oxide / n_alloy
gamma = recession / (2 * length)
g = np.sqrt(np.pi) * gamma * np.exp(gamma**2)
amplitude = g * (1 - c0) / (1 - g * erfc(gamma))
delta_recession = amplitude * erfc(gamma)
remaining = quad(lambda y: amplitude * erfc(gamma + y / (2 * length)),
                 0, 20 * length, limit=200)[0]
assert abs((remaining + c0 * recession) / recession - 1) < 1e-6

# Finite sheet: images of both oxidized faces
H = sheet / length
images = np.arange(1, 201) * H


def image_sum(t):
    return 2 * np.sum(profile(images, t))


floor = 4 / (np.sqrt(np.pi) * H)
long_time = 1e5
assert abs((law(long_time) + image_sum(long_time)) / floor - 1) < 1e-3
t_floor = 1 / np.sin(np.pi * floor / 2)**2

print("TESTS (reduced units, dimensionless)")
print(f"max error, constant surface in growth: {growth_error:.1e}")
print(f"max error, arcsine law vs finite volumes: {law_error:.1e}")
print(f"max error, profile at 4 t1: {profile_error:.1e}")
print(f"max error, law vs quadratures: {quad_error:.1e}")
print(f"profile area at 4 t1: {area:.5f}")
print(f"constant-flux growth, ratio at 4 t1: {flat_ratio:.3f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"temperature: {T_hot:.0f} K")
print(f"initial Cr mole fraction: {c0:.2f}")
print(f"interdiffusivity D: {D:.1e} cm^2/s")
print(f"growth constant kp: {kp:.1e} cm^2/s")
print(f"Cr density in oxide: {n_oxide:.0f} nm^-3")
print(f"atomic density of alloy: {n_alloy:.0f} nm^-3")
print(f"oxidation time t1: {hours:.0f} h")
print("EXAMPLE RESULTS")
print(f"oxide thickness at t1: {scale:.0f} nm")
print(f"diffusion length sqrt(D t1): {length:.0f} nm")
print(f"growth depletion Delta0: {delta0:.4f} mole fraction")
print("t/t1, total time (h), ratio, surface Cr mole fraction:")
for t in (1.0, 1.1, 2.0, 4.0, 10.0, t90):
    ratio = law(t)
    print(f"{t:7.2f} {t*hours:8.1f} {ratio:7.4f} {c0-delta0*ratio:7.4f}")
print(f"anneal after stop for 90% recovery: {(t90-1)*hours:.0f} h")
density = n_alloy * delta0 * law(4.0)
cubic = (constants.angstrom / constants.nano)**3
print(f"surface Cr depletion at 4 t1: {density:.3f} nm^-3")
print(f"same in angstrom units: {density*cubic:.6f} angstrom^-3")
print("NEGLECTED EFFECTS")
print(f"recession at t1: {recession:.0f} nm")
print(f"recession parameter gamma: {gamma:.4f}")
print(f"Delta0 with recession: {delta_recession:.4f} mole fraction")
print(f"change of Delta0: {100*(delta_recession/delta0-1):.1f} %")
for t in (2.0, 4.0, t90):
    print(f"ratio with recession at {t:.2f} t1: "
          f"{spread_profile(t, gamma):.4f}")
for slope, ratio in variable.items():
    print(f"D slope {slope:+.1f} per Delta0, ratio at 4 t1: {ratio:.4f}")
print(f"shift on doubling time steps (slope +0.3): {step_shift:.1e}")
print(f"activation energy (rough): {activation:.1f} eV")
print(f"anneal at {T_cool:.0f} K, D factor: {slowdown:.3f}")
print(f"cooler anneal, ratio at 4 t1: {cool_ratio:.4f}")
print(f"residual flux {100*leak:.0f} %, ratio at 4 t1: {leak_ratio:.4f}")
print(f"sheet thickness: {sheet:.0f} nm")
print(f"sheet correction to ratio at 90% recovery: {image_sum(t90):.1e}")
print(f"permanent mean depletion / Delta0: {floor:.4f}")
print(f"half-space law reaches that value at: {t_floor*hours:.0f} h")
print("all good")
```

Running it gives:

```
TESTS (reduced units, dimensionless)
max error, constant surface in growth: 1.5e-04
max error, arcsine law vs finite volumes: 2.2e-04
max error, profile at 4 t1: 4.5e-05
max error, law vs quadratures: 2.2e-16
profile area at 4 t1: 1.12838
constant-flux growth, ratio at 4 t1: 0.268
EXAMPLE INPUTS (rough typical values)
temperature: 1300 K
initial Cr mole fraction: 0.30
interdiffusivity D: 3.0e-12 cm^2/s
growth constant kp: 1.0e-13 cm^2/s
Cr density in oxide: 41 nm^-3
atomic density of alloy: 88 nm^-3
oxidation time t1: 100 h
EXAMPLE RESULTS
oxide thickness at t1: 2683 nm
diffusion length sqrt(D t1): 10392 nm
growth depletion Delta0: 0.1066 mole fraction
t/t1, total time (h), ratio, surface Cr mole fraction:
   1.00    100.0  1.0000  0.1934
   1.10    110.0  0.8050  0.2142
   2.00    200.0  0.5000  0.2467
   4.00    400.0  0.3333  0.2645
  10.00   1000.0  0.2048  0.2782
  40.86   4086.3  0.1000  0.2893
anneal after stop for 90% recovery: 3986 h
surface Cr depletion at 4 t1: 3.127 nm^-3
same in angstrom units: 0.003127 angstrom^-3
NEGLECTED EFFECTS
recession at t1: 1250 nm
recession parameter gamma: 0.0601
Delta0 with recession: 0.0776 mole fraction
change of Delta0: -27.3 %
ratio with recession at 2.00 t1: 0.4861
ratio with recession at 4.00 t1: 0.3222
ratio with recession at 40.86 t1: 0.0963
D slope -0.3 per Delta0, ratio at 4 t1: 0.3096
D slope +0.3 per Delta0, ratio at 4 t1: 0.3474
shift on doubling time steps (slope +0.3): -2.7e-05
activation energy (rough): 2.9 eV
anneal at 1250 K, D factor: 0.355
cooler anneal, ratio at 4 t1: 0.4900
residual flux 5 %, ratio at 4 t1: 0.3667
sheet thickness: 1000000 nm
sheet correction to ratio at 90% recovery: 3.4e-26
permanent mean depletion / Delta0: 0.0235
half-space law reaches that value at: 73716 h
all good
```
